# Fractional bound charge at mirror twin boundaries in monolayer dichalcogenides: a numerical check

```python
# RESULT UNDER TEST: a zigzag mirror twin boundary (period a) in a threefold
# symmetric, spin-degenerate MX2 monolayer has bound charge
#     Q = 4 s e / 3  (mod 2e),   s = 0, 1, 2,
# where the bulk polarisation is (2e/area)(s*tau + lattice vector).
# M is at 0, the X pair at tau=(a1+a2)/3, the hollow site at 2*tau.
# Lengths are in units of a, energies in eV, charges in units of e > 0.
# p(k): bulk polarisation per spin along a2 at boundary wave number k.
# q(k): interface charge per spin, summed from site charges of a strip.
import numpy as np
from scipy.constants import e as E_CHARGE

ROW = np.sqrt(3) / 2             # distance between rows parallel to boundary
HALF_THICK = 0.5                 # height of X above the M plane
BOND = np.sqrt(1 / 3 + HALF_THICK**2)
E_P, E_D = -4.0, 0.0
PD_SIGMA, PD_PI = -2.0, 0.9
DD_SIGMA, DD_PI = -0.5, 0.25     # dd-delta is zero
A_NM = 0.32
FILLED = 7                       # filled bands per spin
CORE = {"M": 3.0, "X": 2.0}      # core charge per spin (X s pair in core)
NORB = {"M": 5, "X": 3}

# d orbitals as traceless tensors: z2, xz, yz, x2-y2, xy
c = np.sqrt(3) / 2
D = np.zeros((5, 3, 3))
D[0] = np.diag([-0.5, -0.5, 1.0])
D[1, 0, 2] = D[1, 2, 0] = c
D[2, 1, 2] = D[2, 2, 1] = c
D[3] = np.diag([c, -c, 0.0])
D[4, 0, 1] = D[4, 1, 0] = c


def pd_block(n):
    dn = D @ n
    sig = np.outer(dn @ n, n)
    return PD_SIGMA * sig + PD_PI * 2 / np.sqrt(3) * (dn - sig)


def dd_block(n):
    dn = D @ n
    s = dn @ n
    sig = np.outer(s, s)
    return DD_SIGMA * sig + DD_PI * 4 / 3 * (dn @ dn.T - sig)


def hoppings(kinds, pos, second_vector, z2_shift, vertical_scale=1.0):
    """Real-space matrices T[i,j] = <i, cell 0|H|j, cell R>."""
    start = np.concatenate([[0], np.cumsum([NORB[s] for s in kinds])])
    cells, mats = [], []
    for n1 in range(-2, 3):
        for n2 in range(-1, 2):
            shift = n1 * np.array([1.0, 0, 0]) + n2 * second_vector
            d = pos[None, :, :] + shift - pos[:, None, :]
            r = np.linalg.norm(d, axis=2)
            T = np.zeros((start[-1], start[-1]))
            near = (abs(r - 1) < 0.01) | (abs(r - BOND) < 0.01)
            for i, j in np.argwhere(near):
                v, dist = d[i, j], r[i, j]
                pair = kinds[i] + kinds[j]
                if pair == "MM" and abs(dist - 1) < 0.01:
                    block = dd_block(v / dist)
                elif pair in ("MX", "XM") and abs(dist - BOND) < 0.01:
                    n = v / dist if pair == "MX" else -v / dist
                    block = pd_block(n)
                    if abs(v[0]) < 1e-6:
                        block = block * vertical_scale
                    if pair == "XM":
                        block = block.T
                else:
                    continue
                T[start[i]:start[i + 1], start[j]:start[j + 1]] = block
            if n1 == 0 and n2 == 0:
                for i, s in enumerate(kinds):
                    for o in range(start[i], start[i + 1]):
                        T[o, o] += E_D if s == "M" else E_P
                    if s == "M":
                        T[start[i], start[i]] += z2_shift
            if np.any(T):
                cells.append((n1, n2))
                mats.append(T)
    return np.array(cells), np.array(mats)


def bloch(model, k1, k2):
    cells, mats = model
    phase = np.exp(1j * (k1 * cells[:, 0] + k2 * cells[:, 1]))
    return np.tensordot(phase, mats, axes=(0, 0))


def bulk_model(z2_shift, vertical_scale=1.0):
    pos = np.array([[0, 0, 0], [0.5, ROW / 3, HALF_THICK],
                    [0.5, ROW / 3, -HALF_THICK]])
    return hoppings(["M", "X", "X"], pos, np.array([0.5, ROW, 0]),
                    z2_shift, vertical_scale)


def wilson_centre(vectors):
    """Sum of Wannier centres along a2, in units of a2, modulo 1."""
    n = len(vectors)
    frac = np.array([0.0] * 5 + [1 / 3] * 6)
    embed = np.exp(-2j * np.pi * frac / n)
    total = 1.0 + 0j
    for j in range(n):
        link = vectors[j].conj().T @ (embed[:, None] * vectors[(j + 1) % n])
        det = np.linalg.det(link)
        total *= det / abs(det)
    return -np.angle(total) / (2 * np.pi)


def fold(x, period):
    return (x + period / 2) % period - period / 2


NK, NLOOP = 24, 80
K_LIST = (np.arange(NK) + 0.5) * np.pi / NK   # k and -k are equivalent
LOOP = 2 * np.pi * np.arange(NLOOP) / NLOOP


def bulk_scan(model):
    p, pair, midgap, gaps, direct = [], [], [], [], []
    for k in K_LIST:
        H = np.array([bloch(model, k, k2) for k2 in LOOP])
        w, v = np.linalg.eigh(H)
        top, bottom = w[:, FILLED - 1].max(), w[:, FILLED].min()
        gaps.append(bottom - top)
        direct.append((w[:, FILLED] - w[:, FILLED - 1]).min())
        midgap.append((top + bottom) / 2)
        # X cores: two atoms at fractional height 1/3; M core at 0
        p.append(2 * CORE["X"] / 3 - wilson_centre(v[:, :, :FILLED]))
        pair.append(wilson_centre(v[:, :, FILLED - 1:FILLED]))
    p = np.unwrap(p, period=1)
    pair = np.unwrap(pair, period=1)
    return p, pair, np.array(midgap), min(gaps), min(direct)


def strip_charge(z2_shift, midgap, rows=14):
    """Site-charge sum around the boundary with +tau crystal below."""
    kinds, pos = [], []
    y0 = rows * ROW + ROW / 3                  # mirror line on an X row

    def add_m(x, y):
        kinds.append("M")
        pos.append([x % 1, y, 0])

    def add_x(x, y):
        for z in (HALF_THICK, -HALF_THICK):
            kinds.append("X")
            pos.append([x % 1, y, z])

    for j in range(rows + 1):
        add_m(j / 2, j * ROW)
        add_x(j / 2 + 0.5, j * ROW + ROW / 3)
        if j > 0:
            add_m(j / 2, 2 * y0 - j * ROW)
        if j < rows:
            add_x(j / 2 + 0.5, 2 * y0 - j * ROW - ROW / 3)
    pos = np.array(pos)
    model = hoppings(kinds, pos, np.array([0, 2 * y0, 0]), z2_shift)
    # box average over one row period = linear ramps deep in both domains
    weight = np.clip((y0 / 2 + ROW / 2 - abs(pos[:, 1] - y0)) / ROW, 0, 1)
    core = sum(CORE[s] * w for s, w in zip(kinds, weight))
    orb_weight = np.repeat(weight, [NORB[s] for s in kinds])
    q = []
    for k, mu in zip(K_LIST, midgap):
        w, v = np.linalg.eigh(bloch(model, k, 0.0))
        density = (abs(v[:, w < mu])**2).sum(axis=1)
        q.append(core - orb_weight @ density)
    return np.unwrap(q, period=1), len(orb_weight)


# Threefold-invariant polarisation classes, from the Cartesian rotation
cell = np.array([[1, 0.5], [0, ROW]])
rot = np.array([[-0.5, -ROW], [ROW, -0.5]])
c3 = np.rint(np.linalg.inv(cell) @ rot @ cell)
shift_matrix = c3 - np.eye(2)
classes = []
for i in range(12):
    for j in range(12):
        image = shift_matrix @ np.array([i, j]) / 12
        if np.allclose(image, np.rint(image)):
            classes.append((i / 12, j / 12))
assert round(np.linalg.det(shift_matrix)) == 3 and len(classes) == 3
assert np.allclose(sorted(classes), [(0, 0), (1/3, 1/3), (2/3, 2/3)])

print("MODEL INPUT")
print(f"a = {A_NM:.2f} nm; X height = {HALF_THICK:.2f} a")
print(f"p level = {E_P:.2f} eV; d level = {E_D:.2f} eV")
print(f"pd sigma, pi = {PD_SIGMA:.2f}, {PD_PI:.2f} eV")
print(f"dd sigma, pi, delta = {DD_SIGMA:.2f}, {DD_PI:.2f}, 0 eV")
print(f"number of threefold classes = {len(classes)}")
for f in sorted(classes):
    print(f"  class: ({f[0]:.4f}, {f[1]:.4f}) in units of a1, a2")

results = {}
for name, z2_shift, m_expected in (("A", 0.0, 2), ("B", -3.0, 0)):
    model = bulk_model(z2_shift)
    p, pair, midgap, gap, direct = bulk_scan(model)
    assert gap > 0.05, (name, gap)

    # angular momentum of the highest filled band about M
    gamma = np.linalg.eigh(bloch(model, 0, 0))[1][:, FILLED - 1]
    assert abs(gamma[0])**2 > 0.1
    assert np.sum(abs(gamma[1:5])**2) < 1e-10
    kv = np.linalg.eigh(bloch(model, 4*np.pi/3, 2*np.pi/3))[1]
    kv = kv[:, FILLED - 1]
    d_weight = {0: abs(kv[0])**2,
                2: abs(kv[3] - 1j * kv[4])**2 / 2,
                -2: abs(kv[3] + 1j * kv[4])**2 / 2}
    m_k = max(d_weight, key=d_weight.get)
    assert m_k == m_expected
    assert sum(v for m, v in d_weight.items() if m != m_k) < 1e-10
    centre = pair.mean() % 1
    assert abs(fold(centre - (m_k % 3) / 3, 1)) < 0.02

    # quantised bulk class and independent real-space boundary charge
    p_mean = p.mean()
    s = int(np.rint(3 * p_mean)) % 3
    assert abs(fold(p_mean - s / 3, 1)) < 0.01
    q, size = strip_charge(z2_shift, midgap)
    mismatch = np.max(abs(fold(q - 2 * p, 1)))
    assert mismatch < 0.02, (name, mismatch)
    Q = fold(2 * q.mean(), 2)
    Q_formula = fold(4 * s / 3, 2)
    assert abs(fold(Q - Q_formula, 2)) < 0.03
    results[name] = (s, Q, Q_formula)

    print(f"SET {name}: dz2 shift = {z2_shift:.2f} eV")
    print(f"  smallest direct gap on mesh = {direct:.3f} eV")
    print(f"  smallest gap at fixed k = {gap:.3f} eV")
    print(f"  d weights at K, m=0,+2,-2 = {d_weight[0]:.4f}, "
          f"{d_weight[2]:.4f}, {d_weight[-2]:.4f}")
    print(f"  d-like pair centre = {centre:.4f} a2")
    print(f"  mean p per spin (mod 1) = {p_mean % 1:.4f} e")
    print(f"  class s = {s}")
    print(f"  strip orbitals = {size}; k points in half zone = {NK}")
    print(f"  range of q(k) on one branch = {np.ptp(q):.4f} e")
    print(f"  largest |q(k)-2p(k)| mod 1 = {mismatch:.2e} e")
    print(f"  Q from strip (mod 2e) = {Q:+.4f} e per period")
    print(f"  Q from formula (mod 2e) = {Q_formula:+.4f} e per period")

assert results["A"][0] == 2 and results["B"][0] == 1

# Weakening one bond direction breaks threefold symmetry and quantisation
p_broken, _, _, gap_broken, _ = bulk_scan(bulk_model(0.0, 0.8))
assert gap_broken > 0.0
offset = fold(3 * p_broken.mean(), 1) / 3
assert abs(offset) > 0.005
print("BROKEN THREEFOLD SYMMETRY: vertical pd bonds times 0.80")
print(f"  mean p (mod 1) = {p_broken.mean() % 1:.4f} e")
print(f"  distance from nearest third = {offset:+.4f} e")

Q_main = results["A"][2]
line = Q_main / A_NM
print("MAIN RESULT, SET A")
print(f"  bound line charge = {line:.4f} e/nm")
print(f"  the same = {line * E_CHARGE / 1e-9:.4e} C/m")
print(f"  neutralising electrons per period = {Q_main:.4f} (mod 2)")
print(f"  filling of one spin-degenerate band = {Q_main / 2:.4f}")
print(f"  2 kF for that band = {np.pi * Q_main / A_NM:.4f} 1/nm")
print(f"  bound charge per tripled period = {3 * Q_main:.4f} e")
print("ALL CHECKS PASSED")
```

It prints:

```
MODEL INPUT
a = 0.32 nm; X height = 0.50 a
p level = -4.00 eV; d level = 0.00 eV
pd sigma, pi = -2.00, 0.90 eV
dd sigma, pi, delta = -0.50, 0.25, 0 eV
number of threefold classes = 3
  class: (0.0000, 0.0000) in units of a1, a2
  class: (0.3333, 0.3333) in units of a1, a2
  class: (0.6667, 0.6667) in units of a1, a2
SET A: dz2 shift = 0.00 eV
  smallest direct gap on mesh = 0.871 eV
  smallest gap at fixed k = 0.690 eV
  d weights at K, m=0,+2,-2 = 0.0000, 0.9876, 0.0000
  d-like pair centre = 0.6668 a2
  mean p per spin (mod 1) = 0.6667 e
  class s = 2
  strip orbitals = 319; k points in half zone = 24
  range of q(k) on one branch = 0.7305 e
  largest |q(k)-2p(k)| mod 1 = 1.61e-04 e
  Q from strip (mod 2e) = +0.6666 e per period
  Q from formula (mod 2e) = +0.6667 e per period
SET B: dz2 shift = -3.00 eV
  smallest direct gap on mesh = 1.289 eV
  smallest gap at fixed k = 1.289 eV
  d weights at K, m=0,+2,-2 = 0.6515, 0.0000, 0.0000
  d-like pair centre = 0.0000 a2
  mean p per spin (mod 1) = 0.3334 e
  class s = 1
  strip orbitals = 319; k points in half zone = 24
  range of q(k) on one branch = 0.1507 e
  largest |q(k)-2p(k)| mod 1 = 2.30e-04 e
  Q from strip (mod 2e) = -0.6667 e per period
  Q from formula (mod 2e) = -0.6667 e per period
BROKEN THREEFOLD SYMMETRY: vertical pd bonds times 0.80
  mean p (mod 1) = 0.7282 e
  distance from nearest third = +0.0615 e
MAIN RESULT, SET A
  bound line charge = 2.0833 e/nm
  the same = 3.3379e-10 C/m
  neutralising electrons per period = 0.6667 (mod 2)
  filling of one spin-degenerate band = 0.3333
  2 kF for that band = 6.5450 1/nm
  bound charge per tripled period = 2.0000 e
ALL CHECKS PASSED
```
